# The Pulay DIIS Error Matrix and the Orbital Gradient: a program that tests the result

```python
"""
Result under test (real orbitals, closed shell, one-spin density D = Co Co^T):
  e = F D S - S D F is zero exactly when the virtual-occupied block
  f_vo = Cv^T F Co is zero.  In any orthonormal basis X (X^T S X = 1),
  e' = X^T e X has Frobenius norm sqrt(2) |f_vo|.  When F is the Fock matrix
  of the same D, the RHF energy gradient for occupied-virtual rotation angles
  is g = 4 f_vo, hence |g| = 2 sqrt(2) |e'|.
Symbols: S overlap, F Fock matrix, h core Hamiltonian, C = (Co, Cv) orbitals
with C^T S C = 1.  Energies in hartree, angles in radian, lengths in bohr.
"""
import numpy as np
from scipy.linalg import eigh, null_space
from pyscf import gto, scf

norm = np.linalg.norm


def commutator(F, D, S):
    return F @ D @ S - S @ D @ F


# ---- Random nonorthogonal basis: which symmetric F give a zero commutator?
rng = np.random.default_rng(7)
n_small, occ_small = 6, 2
virt_small = n_small - occ_small
M = rng.normal(size=(n_small, n_small))
S_small = np.eye(n_small) + 0.2 * M @ M.T
A = rng.normal(size=(n_small, n_small))
C_small = eigh(A + A.T, S_small)[1]
Co_small, Cv_small = C_small[:, :occ_small], C_small[:, occ_small:]
D_small = Co_small @ Co_small.T

symmetric_units = []
for p in range(n_small):
    for q in range(p + 1):
        unit = np.zeros((n_small, n_small))
        unit[p, q] = unit[q, p] = 1.0
        symmetric_units.append(unit)
symmetric_units = np.array(symmetric_units)
linear_map = np.array([commutator(u, D_small, S_small).ravel()
                       for u in symmetric_units]).T
kernel = null_space(linear_map, rcond=1e-10)
map_rank = len(symmetric_units) - kernel.shape[1]
# every F in the kernel has no virtual-occupied block ...
kernel_block = max(
    np.abs(Cv_small.T @ np.tensordot(v, symmetric_units, 1) @ Co_small).max()
    for v in kernel.T)
assert kernel_block < 1e-10
# ... and the kernel is as large as the space of all F without that block
assert map_rank == occ_small * virt_small

# ---- Fractional occupations: elements f_pq (n_q - n_p)
occupations = np.array([1.0, 0.5, 0.0, 0.0, 0.0, 0.0])
F_random = rng.normal(size=(n_small, n_small))
F_random = F_random + F_random.T
D_fractional = C_small @ np.diag(occupations) @ C_small.T
e_fractional = C_small.T @ commutator(F_random, D_fractional, S_small) @ C_small
f_random = C_small.T @ F_random @ C_small
for p in range(n_small):
    for q in range(n_small):
        expected = f_random[p, q] * (occupations[q] - occupations[p])
        assert abs(e_fractional[p, q] - expected) < 1e-10

# ---- Water molecule, RHF/6-31G
bond, angle_deg = 1.8, 105.0
half = np.radians(angle_deg) / 2
x_h, z_h = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (x_h, 0, z_h)], ["H", (-x_h, 0, z_h)]],
            basis="6-31g", unit="Bohr", verbose=0)
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
n_basis = S.shape[0]
n_occ = mol.nelectron // 2
n_virt = n_basis - n_occ
two_electron = (2 * eri - eri.transpose(0, 2, 1, 3)).reshape(n_basis**2, n_basis**2)


def fock(D):
    return h + (two_electron @ D.ravel()).reshape(n_basis, n_basis)


def electronic_energy(Co):
    D = Co @ Co.T
    return np.sum(D * (h + fock(D)))


def gradient_by_differences(C, step=0.002):
    """Energy derivative for each rotation of occupied i towards virtual a."""
    g = np.zeros((n_virt, n_occ))
    for a in range(n_virt):
        for i in range(n_occ):
            def rotated(theta):
                Co = C[:, :n_occ].copy()
                Co[:, i] = np.cos(theta) * C[:, i] + np.sin(theta) * C[:, n_occ + a]
                return electronic_energy(Co)
            near = rotated(step) - rotated(-step)
            far = rotated(2 * step) - rotated(-2 * step)
            g[a, i] = (8 * near - far) / (12 * step)
    return g


s_values, s_vectors = np.linalg.eigh(S)
X = s_vectors @ np.diag(s_values**-0.5) @ s_vectors.T
X_cholesky = np.linalg.inv(np.linalg.cholesky(S)).T

# ---- Pulay DIIS from the core-Hamiltonian guess
C = eigh(h, S)[1]
fock_list, error_list, rows = [], [], []
first = None
mismatched = None
converged = False
for iteration in range(50):
    Co, Cv = C[:, :n_occ], C[:, n_occ:]
    D = Co @ Co.T
    F = fock(D)
    e_raw = commutator(F, D, S)
    e_orth = X.T @ e_raw @ X
    f_vo = Cv.T @ F @ Co
    g = gradient_by_differences(C)

    # difference formula and rounding leave errors well below 1e-7 hartree
    assert np.abs(g - 4 * f_vo).max() < 1e-7
    assert abs(norm(g) - 2 * np.sqrt(2) * norm(e_orth)) < 1e-7
    assert abs(norm(e_orth) - np.sqrt(2) * norm(f_vo)) < 1e-10
    assert abs(norm(X_cholesky.T @ e_raw @ X_cholesky) - norm(e_orth)) < 1e-10
    assert norm(e_raw) <= s_values[-1] * norm(e_orth) + 1e-12
    assert norm(e_raw) >= s_values[0] * norm(e_orth) - 1e-12

    if iteration == 0:
        a_max, i_max = np.unravel_index(np.abs(g).argmax(), g.shape)
        first = (norm(f_vo), norm(e_orth), norm(g),
                 abs(f_vo[a_max, i_max]), abs(g[a_max, i_max]))
    if iteration == 1:
        # these orbitals diagonalize the Fock matrix of the previous density
        e_old_fock = X.T @ commutator(fock_list[0], D, S) @ X
        mismatched = (norm(e_old_fock), norm(e_orth), norm(g))
        assert mismatched[0] < 1e-10 and mismatched[2] > 1e-2

    energy = electronic_energy(Co) + mol.energy_nuc()
    rows.append((iteration, energy, norm(e_orth), norm(g), norm(e_raw)))
    if norm(e_orth) < 1e-7:
        converged = True
        break

    fock_list.append(F)
    error_list.append(e_orth)
    recent_f, recent_e = fock_list[-6:], error_list[-6:]
    m = len(recent_e)
    overlaps = np.array([[np.sum(u * v) for v in recent_e] for u in recent_e])
    system = -np.ones((m + 1, m + 1))
    system[:m, :m] = overlaps / overlaps.max()
    system[m, m] = 0.0
    rhs = np.zeros(m + 1)
    rhs[m] = -1.0
    weights = np.linalg.solve(system, rhs)[:m]
    F_mixed = sum(w * Fk for w, Fk in zip(weights, recent_f))
    C = eigh(F_mixed, S)[1]

assert converged
reference = scf.RHF(mol)
reference.conv_tol = 1e-11
energy_reference = reference.kernel()
assert reference.converged
assert abs(energy - energy_reference) < 1e-8

# The finite-difference ratio is meaningful only while the gradient is large
shown = [r for r in rows if r[2] > 1e-4]
raw_ratios = [r[4] / r[2] for r in shown]
assert max(raw_ratios) / min(raw_ratios) > 1.01

# ---- Output
print("Random-basis test of the linear map F -> FDS - SDF")
print(f"  basis functions {n_small}, occupied {occ_small}, virtual {virt_small}")
print(f"  independent elements of symmetric F: {len(symmetric_units)}")
print(f"  rank of map: {map_rank}, kernel dimension: {kernel.shape[1]}")
print(f"  largest |f_vo| element in kernel: {kernel_block:.1e}")
print("Fractional occupations 1 and 0.5 (random F, arbitrary unit)")
print(f"  f_12 = {f_random[0, 1]:.4f}, commutator element = {e_fractional[0, 1]:.4f}")
print("Water, RHF/6-31G")
print(f"  O-H distance {bond} bohr, angle {angle_deg} degree")
print(f"  basis functions {n_basis}, occupied {n_occ}, virtual {n_virt}")
print(f"  rotation angles: {n_occ * n_virt}")
print(f"  overlap eigenvalues: min {s_values[0]:.4f}, max {s_values[-1]:.4f}")
print("Core-Hamiltonian guess (iteration 0)")
print(f"  |f_vo| = {first[0]:.6f} hartree")
print(f"  |e'|   = {first[1]:.6f} hartree")
print(f"  |g|    = {first[2]:.6f} hartree/radian (finite differences)")
print(f"  largest gradient element, magnitude: {first[4]:.6f} hartree/radian")
print(f"  Fock element of same pair, magnitude: {first[3]:.6f} hartree")
print("New density after first diagonalization (iteration 1)")
print(f"  |e'| with old Fock matrix: {mismatched[0]:.1e} hartree")
print(f"  |e'| with its own Fock matrix: {mismatched[1]:.6f} hartree")
print(f"  |g| by finite differences: {mismatched[2]:.6f} hartree/radian")
print("DIIS iterations with |e'| > 1e-4 hartree")
print("(E-E_final and |e'| in hartree, |g| in hartree/radian)")
print(" it   E-E_final      |e'|         |g|      |g|/|e'|  |e|/|e'|")
for it, en, e_n, g_n, raw_n in shown:
    print(f"{it:3d}  {en - energy:10.3e}  {e_n:10.3e}  {g_n:10.3e}"
          f"  {g_n / e_n:8.4f}  {raw_n / e_n:8.4f}")
print(f"2*sqrt(2) = {2 * np.sqrt(2):.4f}")
print(f"Converged at iteration {rows[-1][0]}, |e'| = {rows[-1][2]:.1e} hartree")
print(f"Final total energy: {energy:.8f} hartree")
print(f"PySCF total energy: {energy_reference:.8f} hartree")
print("success")
```

Printed output:

```
Random-basis test of the linear map F -> FDS - SDF
  basis functions 6, occupied 2, virtual 4
  independent elements of symmetric F: 21
  rank of map: 8, kernel dimension: 13
  largest |f_vo| element in kernel: 2.4e-16
Fractional occupations 1 and 0.5 (random F, arbitrary unit)
  f_12 = -0.1050, commutator element = 0.0525
Water, RHF/6-31G
  O-H distance 1.8 bohr, angle 105.0 degree
  basis functions 13, occupied 5, virtual 8
  rotation angles: 40
  overlap eigenvalues: min 0.0672, max 3.4514
Core-Hamiltonian guess (iteration 0)
  |f_vo| = 1.824765 hartree
  |e'|   = 2.580607 hartree
  |g|    = 7.299059 hartree/radian (finite differences)
  largest gradient element, magnitude: 3.896650 hartree/radian
  Fock element of same pair, magnitude: 0.974163 hartree
New density after first diagonalization (iteration 1)
  |e'| with old Fock matrix: 1.8e-14 hartree
  |e'| with its own Fock matrix: 2.368835 hartree
  |g| by finite differences: 6.700077 hartree/radian
DIIS iterations with |e'| > 1e-4 hartree
(E-E_final and |e'| in hartree, |g| in hartree/radian)
 it   E-E_final      |e'|         |g|      |g|/|e'|  |e|/|e'|
  0   6.351e+00   2.581e+00   7.299e+00    2.8284    0.9792
  1   5.150e+00   2.369e+00   6.700e+00    2.8284    0.7970
  2   1.157e-01   5.188e-01   1.467e+00    2.8284    1.1935
  3   5.919e-03   9.807e-02   2.774e-01    2.8284    1.2055
  4   2.010e-04   1.539e-02   4.353e-02    2.8284    0.9131
  5   1.991e-05   4.540e-03   1.284e-02    2.8284    0.9963
  6   1.174e-06   1.704e-03   4.820e-03    2.8284    1.0721
  7   1.861e-08   1.121e-04   3.171e-04    2.8284    1.2741
2*sqrt(2) = 2.8284
Converged at iteration 11, |e'| = 5.9e-08 hartree
Final total energy: -75.98419297 hartree
PySCF total energy: -75.98419297 hartree
success
```
